# Perturbation Theory for the Generalized Eigenproblem of Ultrasoft Pseudopotentials: a numerical check

```python
"""
Result under test: perturbation theory for H psi = eps S psi when both change,
    H(u) = H0 + u H1 + u^2 H2,    S(u) = S0 + u S1 + u^2 S2,
with <psi_n, S psi_n> = 1 and <psi_n(0), S0 psi_n(u)> real and positive.
For a nondegenerate level n and W = H1 - eps_n S1:
    eps1 = W_nn
    psi1 = sum_{m != n} psi_m W_mn/(eps_n-eps_m) - (1/2) S1_nn psi_n
    eps2 = (H2-eps_n S2)_nn - eps1 S1_nn + sum_{m != n}|W_mn|^2/(eps_n-eps_m)
H2, S2, eps2 are Taylor coefficients (half of second derivatives).
Model: 1D crystal, two atoms per cell, plane waves exp(iKx), K = k + G.
Each atom has a Gaussian well and a projector beta entering H with strength D
and S with strength q. The displacement u moves atom B in every cell.
Hartree atomic units are used throughout.
"""
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy import constants

CELL = 7.0
BLOCH_K = 0.2
N_MAX = 12
POSITION_A, POSITION_B = 0.0, 2.5
ATOM_A = dict(depth=1.5, width=0.7, D=0.5, q=0.5, beta_width=0.6)
ATOM_B = dict(depth=1.0, width=0.7, D=0.3, q=0.4, beta_width=0.6)
K = BLOCH_K + 2 * np.pi / CELL * np.arange(-N_MAX, N_MAX + 1)
DELTA_K = K[:, None] - K[None, :]
STEP = 0.01


def atom_matrices(position, depth, width, D, q, beta_width):
    """Contributions of one atom per cell to H and S in plane waves."""
    local = (-depth * width * np.sqrt(2 * np.pi) / CELL
             * np.exp(-(width * DELTA_K) ** 2 / 2))
    beta = (np.sqrt(2 * np.pi) * beta_width
            * (np.pi * beta_width**2) ** (-0.25) / np.sqrt(CELL)
            * np.exp(-(beta_width * K) ** 2 / 2))
    projector = np.outer(beta, beta)
    phase = np.exp(-1j * DELTA_K * position)
    return (local + D * projector) * phase, q * projector * phase


def crystal(u):
    """H and S with atom B displaced by u."""
    h_a, s_a = atom_matrices(POSITION_A, **ATOM_A)
    h_b, s_b = atom_matrices(POSITION_B + u, **ATOM_B)
    return np.diag(K**2 / 2) + h_a + h_b, np.eye(len(K)) + s_a + s_b


def taylor_coefficients(function, h=STEP):
    """First and second Taylor coefficients from a five-point stencil."""
    a, b, c, d, e = [function(j * h) for j in (-2, -1, 0, 1, 2)]
    first = (a - 8 * b + 8 * d - e) / (12 * h)
    second = (-a + 16 * b - 30 * c + 16 * d - e) / (24 * h**2)
    return first, second


def level_perturbation(H0, S0, H1, S1, H2, S2, n):
    """First and second order for one nondegenerate level."""
    eps, C = eigh(H0, S0)
    h1, s1, h2, s2 = [C.conj().T @ M @ C for M in (H1, S1, H2, S2)]
    w = h1 - eps[n] * s1
    s_nn = s1[n, n].real
    eps1 = w[n, n].real
    other = np.arange(len(eps)) != n
    gap = eps[n] - eps[other]
    c1 = np.zeros(len(eps), complex)
    c1[other] = w[other, n] / gap
    c1[n] = -s_nn / 2
    mixing = np.zeros(len(eps))
    mixing[other] = abs(w[other, n]) ** 2 / gap
    explicit = (h2 - eps[n] * s2)[n, n].real
    source = w @ c1 - eps1 * c1 + (h2 - eps[n] * s2 - eps1 * s1)[:, n]
    c2 = np.zeros(len(eps), complex)
    c2[other] = source[other] / gap
    c2[n] = (-(s1[n] @ c1).real - np.vdot(c1, c1).real / 2
             - s2[n, n].real / 2)
    return dict(eps=eps, C=C, eps1=eps1, s_nn=s_nn, explicit=explicit,
                overlap=-eps1 * s_nn, mixing=mixing,
                eps2=explicit - eps1 * s_nn + mixing.sum(),
                psi1=C @ c1, psi2=C @ c2, c1=c1, w=w)


def filled_set_perturbation(H0, S0, H1, S1, H2, S2, filled):
    """First-order density operator and eigenvalue sum to second order."""
    eps, C = eigh(H0, S0)
    h1, s1, h2, s2 = [C.conj().T @ M @ C for M in (H1, S1, H2, S2)]
    density1 = np.zeros_like(H0, dtype=complex)
    sum1 = sum2 = 0.0
    for n in range(filled):
        w = h1 - eps[n] * s1
        c = np.zeros(len(eps), complex)
        c[filled:] = w[filled:, n] / (eps[n] - eps[filled:])
        c[:filled] = -s1[:filled, n] / 2
        change = np.outer(C @ c, C[:, n].conj())
        density1 += change + change.conj().T
        sum1 += w[n, n].real
        sum2 += (h2 - eps[n] * s2)[n, n].real
        sum2 += np.sum(abs(w[filled:, n])**2 / (eps[n] - eps[filled:]))
        sum2 -= (s1[n, :filled] @ w[:filled, n]).real
    return density1, sum1, sum2


def density_operator(H, S, filled):
    C = eigh(H, S)[1][:, :filled]
    return C @ C.conj().T


# Matrix elements of a displaced atom against direct real-space quadrature.
trial_position = POSITION_B + 0.13
dx = 0.01
x = trial_position + np.arange(-1000, 1001) * dx
waves = np.exp(-1j * np.outer(K, x))
well = -ATOM_B["depth"] * np.exp(-(x - trial_position)**2
                                 / (2 * ATOM_B["width"]**2))
bw = ATOM_B["beta_width"]
beta_x = (np.pi * bw**2)**(-0.25) * np.exp(-(x - trial_position)**2
                                         / (2 * bw**2))
beta_k = waves @ beta_x * dx / np.sqrt(CELL)
projector_k = np.outer(beta_k, beta_k.conj())
h_quad = (waves * well) @ waves.conj().T * dx / CELL + ATOM_B["D"] * projector_k
h_atom, s_atom = atom_matrices(trial_position, **ATOM_B)
assert np.allclose(h_quad, h_atom, atol=1e-10)
assert np.allclose(ATOM_B["q"] * projector_k, s_atom, atol=1e-10)

# Analytic derivatives with respect to the displacement of atom B.
H0, S0 = crystal(0.0)
h_b, s_b = atom_matrices(POSITION_B, **ATOM_B)
H1, S1 = -1j * DELTA_K * h_b, -1j * DELTA_K * s_b
H2, S2 = -DELTA_K**2 * h_b / 2, -DELTA_K**2 * s_b / 2
operators = (H0, S0, H1, S1, H2, S2)
LEVEL = 1
r = level_perturbation(*operators, LEVEL)
psi0 = r["C"][:, LEVEL]
eps0 = r["eps"][LEVEL]


def exact_energy(u):
    return eigh(*crystal(u), eigvals_only=True)[LEVEL]


def exact_state(u):
    psi = eigh(*crystal(u))[1][:, LEVEL]
    overlap = np.vdot(psi0, S0 @ psi)
    return psi * overlap.conjugate() / abs(overlap)


# Level and state against repeated diagonalization.
fd_eps1, fd_eps2 = taylor_coefficients(exact_energy)
fd_psi1, fd_psi2 = taylor_coefficients(exact_state)
psi1_error = np.linalg.norm(fd_psi1 - r["psi1"])
psi2_error = np.linalg.norm(fd_psi2 - r["psi2"])
assert abs(fd_eps1 - r["eps1"]) < 1e-6
assert abs(fd_eps2 - r["eps2"]) < 1e-6
assert psi1_error < 1e-5
assert psi2_error < 1e-5

# The psi_n component of psi1 has no influence on the second-order energy.
first_order_operator = H1 - eps0 * S1 - r["eps1"] * S0
for extra in (0.0, 0.8 - 0.3j):
    altered = r["psi1"] + extra * psi0
    projected = (np.vdot(psi0, (H2 - eps0 * S2 - r["eps1"] * S1) @ psi0)
                 + np.vdot(psi0, first_order_operator @ altered))
    assert abs(projected - fd_eps2) < 1e-6

# Bordered linear system: the first-order state without a sum over states.
border = S0 @ psi0
size = len(K)
bordered = np.zeros((size + 1, size + 1), complex)
bordered[:size, :size] = H0 - eps0 * S0
bordered[:size, size] = border
bordered[size, :size] = border.conj()
right = np.append(-first_order_operator @ psi0, -r["s_nn"] / 2)
solution = np.linalg.solve(bordered, right)
assert np.linalg.norm(solution[:size] - fd_psi1) < 1e-5
assert abs(solution[size]) < 1e-9

# Normalization with and without the component along psi_n.
psi1_without = r["psi1"] + r["s_nn"] / 2 * psi0


def norm_error(u, correction):
    psi = psi0 + u * correction
    return np.vdot(psi, crystal(u)[1] @ psi).real - 1


tiny = 1e-4
slope_with = (norm_error(tiny, r["psi1"])
              - norm_error(-tiny, r["psi1"])) / (2 * tiny)
slope_without = (norm_error(tiny, psi1_without)
                 - norm_error(-tiny, psi1_without)) / (2 * tiny)
assert abs(slope_with) < 1e-6
assert abs(slope_without - r["s_nn"]) < 1e-6
assert abs(r["s_nn"]) > 1e-4

# One-dimensional space: eps is simply the quotient H/S.
t, e, a1, a2, b1, b2 = sp.symbols("t e a1 a2 b1 b2", real=True)
quotient = (e + t * a1 + t**2 * a2) / (1 + t * b1 + t**2 * b2)
quotient1 = sp.diff(quotient, t).subs(t, 0)
quotient2 = sp.diff(quotient, t, 2).subs(t, 0) / 2
assert sp.simplify(quotient1 - (a1 - e * b1)) == 0
assert sp.simplify(quotient2 - (a2 - e * b2 - b1 * (a1 - e * b1))) == 0

# Filled set in the crystal: density operator and sum of two eigenvalues.
FILLED = 2
density1, sum1, sum2 = filled_set_perturbation(*operators, FILLED)
fd_density1, _ = taylor_coefficients(
    lambda u: density_operator(*crystal(u), FILLED))
fd_sum1, fd_sum2 = taylor_coefficients(
    lambda u: eigh(*crystal(u), eigvals_only=True)[:FILLED].sum())
assert np.linalg.norm(density1 - fd_density1) < 1e-5
assert abs(sum1 - fd_sum1) < 1e-6 and abs(sum2 - fd_sum2) < 1e-6

# The same formulas with an exactly degenerate pair inside the filled set.
rng = np.random.default_rng(4)


def random_hermitian(scale):
    m = rng.normal(size=(6, 6)) + 1j * rng.normal(size=(6, 6))
    return scale * (m + m.conj().T) / 2


root = random_hermitian(0.2)
S0_deg = np.eye(6) + root @ root
lower = np.linalg.cholesky(S0_deg)
levels_deg = np.array([-1.0, -1.0, -0.4, 0.5, 1.0, 1.7])
H0_deg = lower @ np.diag(levels_deg) @ lower.conj().T
changes = [random_hermitian(0.1) for _ in range(4)]
H1_deg, S1_deg, H2_deg, S2_deg = changes


def degenerate_problem(u):
    return (H0_deg + u * H1_deg + u**2 * H2_deg,
            S0_deg + u * S1_deg + u**2 * S2_deg)


d1_deg, sum1_deg, sum2_deg = filled_set_perturbation(
    H0_deg, S0_deg, *changes, 3)
fd_d1_deg, _ = taylor_coefficients(
    lambda u: density_operator(*degenerate_problem(u), 3))
fd_sum1_deg, fd_sum2_deg = taylor_coefficients(
    lambda u: eigh(*degenerate_problem(u), eigvals_only=True)[:3].sum())
assert np.linalg.norm(d1_deg - fd_d1_deg) < 1e-5
assert abs(sum1_deg - fd_sum1_deg) < 1e-6
assert abs(sum2_deg - fd_sum2_deg) < 1e-6

# Worked numbers.
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
bohr_angstrom = constants.physical_constants["Bohr radius"][0] * 1e10
print(f"cell length = {CELL:.1f} bohr; Bloch k = {BLOCH_K:.1f} 1/bohr")
print(f"number of plane waves = {size}")
print(f"positions A, B = {POSITION_A:.1f}, {POSITION_B:.1f} bohr")
for name, atom in (("A", ATOM_A), ("B", ATOM_B)):
    print(f"atom {name}: well depth = {atom['depth']:.1f} hartree, "
          f"well width = {atom['width']:.1f} bohr")
    print(f"atom {name}: D = {atom['D']:.1f} hartree, q = {atom['q']:.1f}, "
          f"projector width = {atom['beta_width']:.1f} bohr")
for i in range(4):
    print(f"unperturbed level {i + 1} = {r['eps'][i]:.6f} hartree")
print(f"level followed = {LEVEL + 1}")
h1_nn = np.vdot(psi0, H1 @ psi0).real
print(f"H1_nn = {h1_nn:.6f} hartree/bohr")
print(f"S1_nn = {r['s_nn']:.6f} 1/bohr")
print(f"-eps_n S1_nn = {-eps0 * r['s_nn']:.6f} hartree/bohr")
print(f"eps1, formula = {r['eps1']:.6f} hartree/bohr")
print(f"eps1, diagonalization = {fd_eps1:.6f} hartree/bohr")
print(f"eps1, converted = {r['eps1'] * hartree_ev / bohr_angstrom:.4f} "
      "eV/angstrom")
print(f"normalization component -S1_nn/2 = {-r['s_nn'] / 2:.6f} 1/bohr")
for i in (0, 2, 3):
    print(f"level {i + 1}: |W_mn| = {abs(r['w'][i, LEVEL]):.6f} hartree/bohr, "
          f"|c1_m| = {abs(r['c1'][i]):.6f} 1/bohr")
    print(f"level {i + 1}: part of eps2 = {r['mixing'][i]:.6f} hartree/bohr^2")
print(f"levels 5 and up: part of eps2 = {r['mixing'][4:].sum():.6f} "
      "hartree/bohr^2")
print(f"eps2 part (H2-eps_n S2)_nn = {r['explicit']:.6f} hartree/bohr^2")
print(f"eps2 part -eps1 S1_nn = {r['overlap']:.6f} hartree/bohr^2")
print(f"eps2 part, all mixing = {r['mixing'].sum():.6f} hartree/bohr^2")
print(f"eps2, formula = {r['eps2']:.6f} hartree/bohr^2")
print(f"eps2, diagonalization = {fd_eps2:.6f} hartree/bohr^2")
print(f"eps2 without -eps1 S1_nn = {r['eps2'] - r['overlap']:.6f} "
      "hartree/bohr^2")
print(f"eps2, converted = {r['eps2'] * hartree_ev / bohr_angstrom**2:.4f} "
      "eV/angstrom^2")
print(f"coefficient-vector error of psi1 = {psi1_error:.1e} 1/bohr")
print(f"coefficient-vector error of psi2 = {psi2_error:.1e} 1/bohr^2")
print(f"norm slope with component = {slope_with:.1e} 1/bohr")
print(f"norm slope without component = {slope_without:.6f} 1/bohr")
u = 0.1
print(f"test displacement u = {u:.1f} bohr")
print(f"level at u, first order = {eps0 + u * r['eps1']:.6f} hartree")
print(f"level at u, second order = "
      f"{eps0 + u * r['eps1'] + u**2 * r['eps2']:.6f} hartree")
print(f"level at u, diagonalization = {exact_energy(u):.6f} hartree")
print(f"sum of two levels: first coefficient = {sum1:.6f} hartree/bohr")
print(f"sum of two levels: second, formula = {sum2:.6f} hartree/bohr^2")
print(f"sum of two levels: second, diagonalization = {fd_sum2:.6f} "
      "hartree/bohr^2")
print(f"degenerate test: second, formula = {sum2_deg:.6f} (model units)")
print(f"degenerate test: second, diagonalization = {fd_sum2_deg:.6f} "
      "(model units)")
print("no test failed")
```

It prints:

```
cell length = 7.0 bohr; Bloch k = 0.2 1/bohr
number of plane waves = 25
positions A, B = 0.0, 2.5 bohr
atom A: well depth = 1.5 hartree, well width = 0.7 bohr
atom A: D = 0.5 hartree, q = 0.5, projector width = 0.6 bohr
atom B: well depth = 1.0 hartree, well width = 0.7 bohr
atom B: D = 0.3 hartree, q = 0.4, projector width = 0.6 bohr
unperturbed level 1 = -0.341463 hartree
unperturbed level 2 = -0.146996 hartree
unperturbed level 3 = 0.137737 hartree
unperturbed level 4 = 0.703117 hartree
level followed = 2
H1_nn = -0.028096 hartree/bohr
S1_nn = 0.041325 1/bohr
-eps_n S1_nn = 0.006075 hartree/bohr
eps1, formula = -0.022021 hartree/bohr
eps1, diagonalization = -0.022021 hartree/bohr
eps1, converted = -1.1324 eV/angstrom
normalization component -S1_nn/2 = -0.020663 1/bohr
level 1: |W_mn| = 0.037945 hartree/bohr, |c1_m| = 0.195121 1/bohr
level 1: part of eps2 = 0.007404 hartree/bohr^2
level 3: |W_mn| = 0.065450 hartree/bohr, |c1_m| = 0.229863 1/bohr
level 3: part of eps2 = -0.015044 hartree/bohr^2
level 4: |W_mn| = 0.105002 hartree/bohr, |c1_m| = 0.123516 1/bohr
level 4: part of eps2 = -0.012969 hartree/bohr^2
levels 5 and up: part of eps2 = -0.006136 hartree/bohr^2
eps2 part (H2-eps_n S2)_nn = 0.032723 hartree/bohr^2
eps2 part -eps1 S1_nn = 0.000910 hartree/bohr^2
eps2 part, all mixing = -0.026746 hartree/bohr^2
eps2, formula = 0.006887 hartree/bohr^2
eps2, diagonalization = 0.006887 hartree/bohr^2
eps2 without -eps1 S1_nn = 0.005977 hartree/bohr^2
eps2, converted = 0.6693 eV/angstrom^2
coefficient-vector error of psi1 = 8.4e-10 1/bohr
coefficient-vector error of psi2 = 5.7e-10 1/bohr^2
norm slope with component = 2.1e-10 1/bohr
norm slope without component = 0.041325 1/bohr
test displacement u = 0.1 bohr
level at u, first order = -0.149198 hartree
level at u, second order = -0.149129 hartree
level at u, diagonalization = -0.149124 hartree
sum of two levels: first coefficient = 0.034821 hartree/bohr
sum of two levels: second, formula = -0.020690 hartree/bohr^2
sum of two levels: second, diagonalization = -0.020690 hartree/bohr^2
degenerate test: second, formula = -0.147511 (model units)
degenerate test: second, diagonalization = -0.147511 (model units)
no test failed
```
